# Drifting phonons, umklapp friction and the exponential growth of thermal conductivity

In a two-branch model of a perfect square lattice, cooling from $T=0.10\,\omega_0$ to $T=0.06\,\omega_0$ raises a lower bound on the thermal conductivity from about $9\times10^{9}\,\omega_0$ to about $3\times10^{18}\,\omega_0$. The temperature falls by 40 per cent and the bound rises by a factor of about $3\times10^{8}$. The population of long-wave phonons, which follows a power of $T$, cannot account for this. The explanation lies in which collisions can stop a drifting phonon gas, and in how much energy those collisions need.

## The crystal and its collisions

Take $\hbar=k_B=1$ and lattice spacing $a=1$. The crystal is infinite and free of defects and isotope disorder. Its phonons obey a Boltzmann equation with weak cubic anharmonicity. A mode $i$ has wavevector $\mathbf q_i$ in a fixed first zone, frequency $\omega_i$ and velocity $\mathbf v_i=\partial\omega_i/\partial\mathbf q_i$. A process $1+2\leftrightarrow3$ satisfies

$$\omega_1+\omega_2=\omega_3,\qquad \mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G,$$

with $\mathbf G$ a reciprocal-lattice vector. It is normal if $\mathbf G=0$ and umklapp otherwise.

The squared matrix element is the same in both directions. With $K\ge0$ containing it and the energy delta function, the net forward rate is

$$J=K\left[n_1n_2(1+n_3)-(1+n_1)(1+n_2)n_3\right].$$

The factors $1+n$ describe spontaneous and stimulated emission. Consider the drifting Bose distribution

$$n_i=\frac{1}{e^{(\omega_i-\mathbf u\cdot\mathbf q_i)/T}-1},\qquad \mathbf u\cdot\mathbf q_i<\omega_i .$$

The inequality keeps every occupation positive; for long acoustic waves this means a subsonic drift, and where $\omega/q$ falls toward the zone boundary the limit on the drift is lower still. Since $n_i/(1+n_i)=e^{-(\omega_i-\mathbf u\cdot\mathbf q_i)/T}$, the ratio of the two terms in $J$ is

$$\frac{n_1n_2(1+n_3)}{(1+n_1)(1+n_2)n_3}
=e^{[-(\omega_1+\omega_2-\omega_3)+\mathbf u\cdot(\mathbf q_1+\mathbf q_2-\mathbf q_3)]/T}
=e^{\mathbf u\cdot\mathbf G/T}.$$

For a normal process the ratio is one and $J=0$. Each normal process balances separately, whatever its matrix element, so the drifting distribution is stationary under all of them. An umklapp process with $\mathbf u\cdot\mathbf G\ne0$ is unbalanced. With $\mathbf u=(0.10,0.05)$ and $T=0.5$, the smallest imbalance met in the numerical test is $|\mathbf u\cdot\mathbf G|/T=0.05\times2\pi/0.5=0.628$. For normal processes the logarithm of the ratio vanishes to rounding error.

To treat a small temperature gradient, let $n_i$ from here on denote the equilibrium occupation, and write the disturbed occupation as $n_i+n_i(n_i+1)\varphi_i$. The logarithm of occupation over one plus occupation then changes by $\varphi_i$ to first order, because $d\ln[n/(1+n)]/dn=1/[n(n+1)]$. The forward and backward rates therefore have the ratio $e^{\varphi_1+\varphi_2-\varphi_3}$, and

$$J=R\,(\varphi_1+\varphi_2-\varphi_3),\qquad R=K\,n_1n_2(1+n_3).$$

A drift $u$ along $x$ corresponds to $\varphi_i=uq_{ix}/T$.

Each forward event removes phonons 1 and 2 and creates phonon 3. The collision term is thus $-(P\varphi)_i$, where $P$ is symmetric and, for any $\psi$ and $\varphi$,

$$\psi\cdot P\varphi=\sum R\,(\psi_1+\psi_2-\psi_3)(\varphi_1+\varphi_2-\varphi_3).$$

The dot means a sum over modes, and the right-hand sum counts each process once. Using $\partial n_i/\partial T=\omega_i n_i(n_i+1)/T^2$, the steady Boltzmann equation for a gradient $T'=dT/dx$ is

$$\frac{T'}{T^2}X_i=-(P\varphi)_i,\qquad X_i=\omega_iv_{ix}n_i(n_i+1). \tag{1}$$

The heat current density is $j=X\cdot\varphi/V$, with $V$ the volume, or the area in two dimensions. Two quantities will determine the result:

$$A=\frac1V\sum_i X_iq_{ix},\qquad \Gamma=\frac1V\sum R\,G_x^2 .$$

$A$ measures how much heat a drift carries, and $\Gamma$ how strongly umklapp opposes it.

## First derivation: the balance of crystal momentum

Multiply (1) by $q_{ix}$, sum over modes and divide by $V$. Since $q_{1x}+q_{2x}-q_{3x}=G_x$,

$$\frac{A T'}{T^2}=-\frac1V\sum R\,G_x(\varphi_1+\varphi_2-\varphi_3). \tag{2}$$

Normal processes have dropped out, whatever the form of $\varphi$. Now suppose that they are frequent enough to keep the gas in a drifting distribution, $\varphi_i=uq_{ix}/T$. The right side becomes $-u\Gamma/T$, and

$$u=-\frac{A T'}{T\Gamma},\qquad
j=\frac{uA}{T}=-\frac{A^2}{T^2\Gamma}\,T'.$$

With $j=-\kappa T'$,

$$\kappa_{\rm drift}=\frac{A^2}{T^2\Gamma}. \tag{3}$$

The gas drifts toward the cold side until umklapp friction balances the thermal force. If $\Gamma=0$ while $A\ne0$, equation (2) cannot hold for a nonzero gradient: its right side vanishes and its left side does not. The drift then grows without reaching a steady value. In this crystal a finite resistance needs umklapp.

The overlap $A$ is closely related to the entropy. The entropy of one mode is $\sigma=(1+n)\ln(1+n)-n\ln n$, with $d\sigma/dn=\ln[(1+n)/n]=\omega/T$. Combined with $\partial n/\partial q_x=-v_xn(n+1)/T$, this gives

$$\frac{\partial\sigma}{\partial q_x}=-\frac{\omega v_xn(n+1)}{T^2},
\qquad\text{so}\qquad X q_x=-T^2q_x\frac{\partial\sigma}{\partial q_x}.$$

Integrating by parts over the zone leaves $A=T^2s$, with $s$ the entropy density, apart from a term on the zone faces. At low temperature that term is exponentially small, because the phonons there have finite energy. The force in (2) is then $AT'/T^2=sT'$, the pressure gradient of the phonon gas. Since $s>0$, a drifting gas does carry heat.

## Second derivation: an inequality for the full equation

The assumption about the form of $\varphi$ can be removed. Leave out waves longer than some large cutoff, together with all their collisions, and suppose that $P\psi=X$ then has a solution $\psi$; the last section shows why the cutoff is needed. Equation (1) gives $\varphi=-\psi T'/T^2$, and hence

$$\kappa=\frac{X\cdot\psi}{VT^2}=\frac{\psi\cdot P\psi}{VT^2}.$$

Setting $\psi=\varphi$ in the quadratic form shows $\varphi\cdot P\varphi\ge0$, so the Cauchy–Schwarz inequality holds for $P$. Apply it to $\psi$ and to the vector $q$ with components $q_{ix}$:

$$(X\cdot q)^2=(\psi\cdot Pq)^2\le(\psi\cdot P\psi)(q\cdot Pq).$$

Here $X\cdot q=VA$, $\psi\cdot P\psi=VT^2\kappa$ and $q\cdot Pq=V\Gamma$. Therefore

$$\kappa\ge\frac{A^2}{T^2\Gamma}. \tag{4}$$

The drift formula (3) reappears as a lower bound on the full conductivity. Without umklapp $Pq=0$, and a solution would imply $X\cdot q=\psi\cdot Pq=0$, contrary to $A\ne0$. This is the earlier contradiction, now obtained for the operator itself.

## Why the friction is exponentially small

On the energy shell, the equilibrium Bose factors combine into

$$n_1n_2(1+n_3)=\frac{e^{-(\omega_1+\omega_2)/T}}{\prod_{i=1}^3(1-e^{-\omega_i/T})}
=\frac{e^{-\omega_3/T}}{\prod_{i=1}^3(1-e^{-\omega_i/T})}. \tag{5}$$

Let $\Delta$ be the smallest $\omega_3$ of any process with $G_x\ne0$. It is positive if the frequencies vanish only at $\mathbf q=0$. A vanishing $\omega_3$ would force $\omega_1$ and $\omega_2$ to vanish too, and three wavevectors near zero cannot add up to a nonzero $\mathbf G$.

The denominators in (5) do not spoil the exponential if the squared coupling is proportional to $\omega_1\omega_2\omega_3$, the usual acoustic form. Each factor then obeys $\omega/(1-e^{-\omega/T})\le\omega+T$, which follows from $(1+x)e^{-x}\le1$ with $x=\omega/T$. Provided the energy-conserving phase space is finite, $\Gamma\le D e^{-\Delta/T}$ at low temperature, with $D$ a constant. For acoustic phonons in $d$ dimensions $s\propto T^d$, so $A\propto T^{d+2}$ and (4) gives

$$\kappa\ge {\rm const}\times T^{2d+2}e^{\Delta/T}.$$

This proves growth at least as fast as an exponential times a power. The power can be sharpened by examining the phase space near the threshold.

The opposite limit is different. For $T\gg\omega$, $n\simeq T/\omega$, so $A\propto T^2$ and $\Gamma\propto T^3$. The bound then falls as $T^4/(T^2T^3)=1/T$. The exponential appears when the phonons needed for umklapp freeze out.

## The threshold in a square lattice

Let the two scalar branches be $\omega_T=f$ and $\omega_L=2f$, in units of $\omega_0$, with

$$f(\mathbf q)=2\sqrt{\sin^2(q_x/2)+\sin^2(q_y/2)} .$$

The squared coupling is $g\omega_1\omega_2\omega_3$ divided by the number of cells, with $g=0.01/\omega_0$. By the golden rule, $K$ is $2\pi$ times this squared coupling times the energy delta function. Because $2|\sin(q/2)|=|1-e^{iq}|$, the triangle inequality gives $f(\mathbf q_1+\mathbf q_2)\le f(\mathbf q_1)+f(\mathbf q_2)$, with equality only if one phonon has zero frequency. This excludes $T+T\to T$, $L+L\to L$, $T+L\to T$ and $L+L\to T$. The channels left are $T+T\to L$ and $T+L\to L$.

Place one $T$ phonon on the zone face, $q_{1x}=\pi$, and another at $q_{2x}=x_0$, both with $q_y=0$. The $L$ phonon has $q_{3x}=x_0-\pi$. Energy conservation reads

$$2+2\sin\frac{x_0}{2}=4\cos\frac{x_0}{2}.$$

With $S=\sin(x_0/2)$, squaring $\cos(x_0/2)=(1+S)/2$ gives $5S^2+2S-3=0$, whose positive root is $S=3/5$. The cosine is $4/5$ and $\Delta=16/5$.

To see how the energy rises nearby, put $\mathbf q_1=(\pi-\eta,y_1)$ and $\mathbf q_2=(x_0+\xi,y_2)$, with $\eta\ge0$ and $Y=y_1+y_2$. Keep first order in $\eta,\xi$ and second order in $y_1,y_2$, since all these terms are of order $T$:

$$\omega_1=2+\frac{y_1^2}{4},\qquad
\omega_2=\frac65+\frac45\xi+\frac{5y_2^2}{12},$$

$$\omega_3=\frac{16}{5}+\frac65(\eta-\xi)+\frac{5Y^2}{8}.$$

The mismatch $\omega_1+\omega_2-\omega_3$ has slope $4/5+6/5=2$ in $\xi$. Setting it to zero gives

$$2\xi=\frac65\eta-Q,\qquad Q=\frac{y_1^2}{4}+\frac{5y_2^2}{12}-\frac{5Y^2}{8}.$$

Inserting $\xi$ in $\omega_3$ leaves $\frac{16}5+\frac{12}{25}\eta+\frac35Q+\frac58Y^2$, or

$$\omega_3=\frac{16}{5}+\frac{12}{25}\eta+\frac25y_1^2+\frac12y_1y_2+\frac12y_2^2. \tag{6}$$

The quadratic form has determinant $\frac25\cdot\frac12-\left(\frac14\right)^2=\frac{11}{80}>0$, so this is a local minimum among umklapp processes. That it is the lowest in the whole zone rests on a numerical scan. The lowest sampled energies are $3.22\,\omega_0$ for $T+T\to L$ and $3.67\,\omega_0$ for $T+L\to L$. The first lies slightly above $3.2\,\omega_0$, as (6) requires for sample points inside the face.

Now integrate the rate. There are two faces, $G_x=\pm2\pi$. Phonon 1 is identified as the one near the face, so no pair is counted twice. The delta function gives $1/2$, and the denominators in (5) tend to one:

$$\Gamma\simeq\frac{2(2\pi)^2}{(2\pi)^4}\,2\pi g\,\omega_1\omega_2\omega_3\,\frac12
\int_0^\infty\! d\eta\int\! dy_1dy_2\,e^{-\omega_3/T}.$$

The first factors combine to $g/\pi$, and $\omega_1\omega_2\omega_3=2\cdot\frac65\cdot\frac{16}5=\frac{192}{25}$. The $\eta$ integral is $25T/12$ and the Gaussian integral is $\pi T/\sqrt{11/80}$. Hence

$$\Gamma\simeq\frac{8g}{\sqrt{11/80}}\,T^2e^{-\Delta/T}=0.2157\,T^2e^{-3.2/T}. \tag{7}$$

For the entropy, only the linear parts of the branches matter, with speeds $c=1$ and $2$. Put $x=\omega/T$. Integration by parts with $d\sigma/dx=x\,dn/dx$ gives

$$\int_0^\infty x\sigma\,dx=-\frac12\int_0^\infty x^3\frac{dn}{dx}\,dx=\frac32\int_0^\infty\frac{x^2dx}{e^x-1}=3\zeta(3),$$

and therefore

$$s=\frac{3\zeta(3)T^2}{2\pi}\left(1+\frac14\right)=\frac{15\zeta(3)}{8\pi}T^2=0.7174\,T^2 .$$

With $A=T^2s$, the leading low-temperature form of the bound is

$$\frac{T^2s^2}{\Gamma}\simeq\frac{0.7174^2}{0.2157}\,T^4e^{3.2/T}=2.386\,T^4e^{3.2/T}. \tag{8}$$

The fourth power belongs to this two-dimensional threshold.

## Reading the numbers

At $T=0.10\,\omega_0$ the zone integrals give $A=7.243\times10^{-5}$ and $\Gamma=5.731\times10^{-17}$, in model units; $\Gamma$ comes from a grid scan of the zone and is accurate to about one per cent, as is the bound computed from it. The bound is

$$\frac{(7.243\times10^{-5})^2}{(0.10)^2\times5.731\times10^{-17}}=9.15\times10^{9}\,\omega_0 .$$

Equation (8) explains the rise in the opening example. Between $0.10$ and $0.06\,\omega_0$ its exponential grows by $e^{3.2(1/0.06-1/0.10)}=e^{21.3}\simeq1.8\times10^9$, while $T^4$ shrinks by $0.6^4=0.13$. The product is $2.4\times10^8$, against $3.1\times10^8$ from the zone integrals.

The difference comes from corrections to (7). The scanned friction is about 2.1 times its leading form at $0.10\,\omega_0$ but only about 1.6 times at $0.06\,\omega_0$. It therefore falls faster on cooling than (7) says, and the bound rises faster than (8) says. At both temperatures $A$ agrees with its own leading form to within one per cent. An integral over the threshold region without the expansion (6) shows the approach to (7): its ratio to the leading law is 1.051 at $T=0.008\,\omega_0$, 1.025 at $0.004\,\omega_0$, and 0.999 when extrapolated linearly to zero.

If the bound is described locally by $T^{-p}$, then (8) gives $p=\Delta/T-4$, which increases on cooling. The computed value rises from 9.7 between $0.30$ and $0.20\,\omega_0$ to 42.9 between $0.08$ and $0.06\,\omega_0$. No fixed power describes the curve.

## What each derivation assumes

Both derivations use the linearized Boltzmann equation, equal forward and backward matrix elements, and the absence of other resistive scattering. They differ in what they say about $\varphi$. The momentum balance assumes a drifting distribution and returns a value. The inequality makes no such assumption and returns a bound.

The two meet when umklapp is weak at fixed temperature. Write $P=P_N+\lambda P_U$ on a finite set of modes, and suppose that $q$ is the only null vector of $P_N$ with the symmetry of $X$. Expand $\psi=\psi_{-1}/\lambda+\psi_0+\dots$ in $P\psi=X$. The leading order gives $P_N\psi_{-1}=0$, so $\psi_{-1}=cq$. The next order is

$$P_N\psi_0+cP_Uq=X .$$

Its product with $q$ removes the first term and gives $c=X\cdot q/(q\cdot P_Uq)$. Thus $\lambda\kappa\to A^2/(T^2\Gamma)$, with $\Gamma$ evaluated at $\lambda=1$. On a $19\times19$ mesh with a broadened energy delta function, $\lambda=10^{-5}$ reproduces this limit to within $10^{-4}$ in relative terms at $T=0.3$, $0.4$ and $0.5\,\omega_0$.

At $\lambda=1$ the same mesh shows why the bound must not be read as the conductivity. The full solution exceeds the mesh bound by factors of 5.2, 7.9 and 9.6 at those three temperatures. These factors belong to this mesh and its broadened delta function; they are no estimate for the infinite crystal. Lowering $T$ is not equivalent to lowering $\lambda$: cooling makes the participating phonons rare, but a $T$ phonon on the face $q_x=\pi$, once present, has for every umklapp process with $G_x\ne0$ a mirror image of equal rate with $G_x=0$, which does not oppose the drift along $x$.

Long waves set a further limit. An $L$ phonon of small wavevector $k$ can decay only into phonons of lower energy. It can join in $T+L\to L$ only if the $T$ phonon is long too, since for $k\to0$ energy conservation would require $f(\mathbf q_1)=2f(\mathbf q_1)$. All three wavevectors are then of order $k$. The coupling gives $k^3$, the phase space $k^2$, the energy delta function $1/k$ and the occupations $T/k$, so the damping rate falls as $Tk^3$. The Cauchy–Schwarz step works for any vector $\varphi$ in place of $q$. Take $\varphi_i=v_{ix}$ for $L$ phonons with wavevectors between $k$ and $2k$, and zero elsewhere. Then $X\cdot\varphi/V\propto T^2k$ and $\varphi\cdot P\varphi/V\propto T^3k^3$, which gives $\kappa\ge{\rm const}/(Tk)$. As the cutoff is removed, $k$ can go to zero and the full conductivity of this cubic model diverges at every temperature, even with umklapp. Something outside the model, such as the walls of a finite sample, must limit these waves. Higher-order processes add damping, but that need not be enough: in a relaxation-time estimate, long waves with damping rate $\gamma(k)$ contribute about $\int k\,dk/\gamma(k)$ in two dimensions, which still diverges logarithmically if $\gamma\propto k^2$. With the long waves and their collisions left out, the bound (4) holds for each cutoff that allows a solution, with $A$ and $\Gamma$ summed over the remaining modes. Its exponential describes the weak friction on the drift, not the whole conductivity. If the long waves were instead held at equilibrium by something outside the model, normal collisions with them would also drain crystal momentum from the drift. Those collisions have no threshold energy, so their friction need not be exponentially small.

The zone convention also needs care, because the threshold lies on a face. A $T$ phonon that crosses the face has its $q_x$ relabelled by $2\pi$, and the continued process is then called normal. Another choice of $\varphi$ near the face would give another valid bound. It cannot remove the cost at $\Delta$ if the other two phonons keep $\varphi=q_x$. The threshold process would require $\varphi_1=q_{3x}-q_{2x}=-\pi$ for the phonon on the face, and its mirror image would require $+\pi$ for the same phonon. This supports $\Delta$ as the barrier to stopping the drift within the cubic theory. It does not fix the temperature dependence of the full conductivity.

The growth also depends on the perfection of the crystal. Defect scattering adds a positive term to $q\cdot Pq$. If that term falls only as a power of $T$, it eventually exceeds the exponentially small $\Gamma$, and the bound stops growing exponentially. In a finite sample, the walls also absorb crystal momentum. Higher-order anharmonic processes have thresholds of their own, and these can be lower. Two $T$ phonons with $q_x=\pi/2$ and $q_y=0$ can scatter into two with $q_x=-\pi/2$, an umklapp process of total energy $2\sqrt2\,\omega_0\simeq2.83\,\omega_0$. Unequal pairs cost less: phonons with $q_x=b$ and $\pi-b$ that reverse both wavevectors have total energy $2[\sin(b/2)+\cos(b/2)]\,\omega_0$, which tends to $2\,\omega_0$ as $b\to0$. If the crystal has a quartic coupling that allows it, this friction outlasts the cubic one on cooling, and the bound then grows with a smaller exponent than $3.2\,\omega_0/T$.

## Values computed for the example and the checks

```
Units: energy, temperature and frequency in w0; length in a
Coupling g = 0.01 1/w0; sound speeds 1 and 2 a*w0
Drift velocity = (0.10, 0.05) a*w0, T = 0.5 w0
Collisions tested: 521 normal, 427 umklapp
Largest |ln(forward/backward)|, normal: 1.3e-14
Smallest |ln(forward/backward)|, umklapp: 0.6283
Umklapp threshold Delta, formula: 3.2000 w0
Lowest scanned energy, T+T->L: 3.2238 w0
Lowest scanned energy, T+L->L: 3.6738 w0
Gamma prefactor C in C*T^2*exp(-Delta/T): 0.21574 w0/a^4
Gamma integral / leading law at T=0.004 w0: 1.02493
Gamma integral / leading law at T=0.008 w0: 1.05112
Same ratio extrapolated to T=0: 0.99874
Zone scan / threshold integral at T=0.06 w0: 0.9876
A/(T^2 s) at T=0.15 w0: 0.999695
Entropy coefficient s/T^2: 0.71742 1/(a*w0)^2
Coefficient B in bound B*T^4*exp(Delta/T): 2.3857 w0^-3
Zone-scan bound: T[w0], A[w0^2/a^2], Gamma[w0/a^4], kappa[w0]
  0.06  9.3290e-06  8.3928e-27  2.8804e+18
  0.08  2.9563e-05  1.0821e-20  1.2620e+13
  0.10  7.2430e-05  5.7310e-17  9.1538e+09
  0.15  3.7148e-04  7.0475e-12  8.7026e+05
  0.20  1.1947e-03  3.1098e-09  1.1474e+04
  0.30  6.1407e-03  1.8450e-06  2.2709e+02
Effective powers p in kappa~T^-p, cold to warm: 42.9, 32.4, 22.8, 15.0, 9.7
Boltzmann mesh: 19 x 19 wavevectors, energy width 0.20 w0
Mesh: T[w0], full kappa[w0], drift bound[w0], full/bound
  0.3  1.0759e+03  2.0881e+02  5.1523
  0.4  3.0122e+02  3.8337e+01  7.8570
  0.5  1.4443e+02  1.5067e+01  9.5857
Umklapp rates multiplied by lambda = 1e-05:
lambda*kappa/bound at T=0.3, 0.4, 0.5 w0: 1.000045, 1.000073, 1.000091
```
